# The hydrogen 2s Lamb shift from a shaken electron

## Problem

In the Dirac theory of an electron in the Coulomb field of a fixed point nucleus, the hydrogen levels \(2s_{1/2}\) and \(2p_{1/2}\) coincide. The quantized electromagnetic field separates them, and the separation is called the Lamb shift. In Welton's picture, the zero-point electric field shakes the electron about its position in the atom, so that the electron feels a slightly blurred Coulomb attraction.

(a) Find the mean square displacement of a free, nonrelativistic electron due to field modes with angular frequencies between \(\omega_{\min}\) and \(\omega_{\max}\).

(b) Find the resulting energy changes of the 2s and 2p states.

(c) Choose the two frequency limits on physical grounds, estimate the 2s shift, and judge how far the number can be trusted.

The nucleus is a fixed point charge. Part (a) uses SI units. After that, atomic units are used: \(\hbar=m=e=4\pi\varepsilon_0=1\), energies are in hartree, lengths in bohr, and \(c=1/\alpha=137.036\), where \(\alpha\) is the fine-structure constant. Final shifts are given in MHz.

## Solution

### (a) The mean square displacement

Take one field mode in a large box of volume \(V\). Its zero-point energy is \(\hbar\omega/2\). On average half of this is electric and half magnetic, so

\[
\frac{\varepsilon_0}{2}\langle E^2\rangle V=\frac{\hbar\omega}{4}
\quad\Rightarrow\quad
\langle E^2\rangle=\frac{\hbar\omega}{2\varepsilon_0V}.
\]

An electron of charge \(-e\) in a field \(E_0\cos\omega t\) obeys \(m\ddot x=-eE_0\cos\omega t\). The oscillating solution without drift is

\[
x=\frac{eE_0}{m\omega^2}\cos\omega t ,
\qquad
\langle x^2\rangle=\frac{e^2\langle E^2\rangle}{m^2\omega^4}.
\]

The mean squares of different modes add, because their zero-point fields are independent and the cross terms average to zero. In a periodic box the wave vectors have density \(V/(2\pi)^3\), and each has two polarizations. With \(k=\omega/c\), the number of modes in \(d\omega\) is

\[
2\,\frac{V}{(2\pi)^3}\,4\pi k^2\,dk=\frac{V\omega^2}{\pi^2c^3}\,d\omega .
\]

Multiplying the contribution of one mode by this number gives

\[
\langle\delta r^2\rangle
=\int\frac{V\omega^2}{\pi^2c^3}\,
\frac{e^2}{m^2\omega^4}\,
\frac{\hbar\omega}{2\varepsilon_0V}\,d\omega
=\frac{e^2\hbar}{2\pi^2\varepsilon_0m^2c^3}
\int_{\omega_{\min}}^{\omega_{\max}}\frac{d\omega}{\omega}.
\]

The volume has cancelled. Inserting \(e^2=4\pi\varepsilon_0\hbar c\,\alpha\),

\[
\langle\delta r^2\rangle=\frac{2\alpha}{\pi}\left(\frac{\hbar}{mc}\right)^2\Lambda,
\qquad
\Lambda=\ln\frac{\omega_{\max}}{\omega_{\min}} .
\]

In atomic units this is \((2\alpha/\pi)c^{-2}\Lambda\), with the prefactor \(2.474\times10^{-7}\) bohr². An explicit sum over about 1.8 million modes of a periodic box agrees with the logarithm to 0.08% of its value.

The logarithm diverges at both ends. A free electron responds without limit to slow fields, and the treatment above, which neglects recoil and relativity, contains nothing that stops the response to fast ones. The limits must come from physics left out so far, which is the subject of part (c).

### (b) The energy changes

From here on atomic units are used. If the electron is displaced from \(\mathbf r\) to \(\mathbf r+\boldsymbol\delta\), its potential energy is \(-1/|\mathbf r+\boldsymbol\delta|\). Expanding this in powers of \(\boldsymbol\delta\) is unsafe near the nucleus, where \(r\) can be smaller than \(\delta\). The average over the directions of \(\boldsymbol\delta\) can be taken without expansion. It is the potential of a uniformly charged shell of radius \(\delta\), so by the shell theorem

\[
\left\langle-\frac{1}{|\mathbf r+\boldsymbol\delta|}\right\rangle_{\rm directions}
=-\frac{1}{\max(r,\delta)} .
\]

For \(r>\delta\) nothing changes. For \(r<\delta\) the energy rises from \(-1/r\) to \(-1/\delta\), a change of \(1/r-1/\delta>0\). Let \(R(r)\) be the radial function, normalized by \(\int_0^\infty R^2r^2dr=1\). To first order in the change of potential, the energy moves by

\[
\Delta E(\delta)=\int_0^\delta R(r)^2\,r^2\left(\frac1r-\frac1\delta\right)dr .
\]

**The 2s state.** Here \(R=\tfrac{1}{\sqrt2}\left(1-\tfrac r2\right)e^{-r/2}\), so \(R(0)^2=\tfrac12\). If \(\delta\) is much smaller than one bohr, \(R^2\) can be replaced by its value at the nucleus:

\[
\Delta E(\delta)\approx R(0)^2\int_0^\delta\left(r-\frac{r^2}{\delta}\right)dr
=R(0)^2\left(\frac{\delta^2}{2}-\frac{\delta^2}{3}\right)
=\frac{R(0)^2\delta^2}{6}=\frac{\delta^2}{12}.
\]

Averaging over the lengths \(\delta\) and using part (a) with \(c^{-2}=\alpha^2\),

\[
\Delta E_{2s}=\frac{\langle\delta r^2\rangle}{12}
=\frac{1}{12}\,\frac{2\alpha^3}{\pi}\,\Lambda
=\frac{\alpha^3}{6\pi}\,\Lambda .
\]

The shift is upward, because blurring weakens the attraction where it is strongest. One unit of the logarithm is worth

\[
\frac{2.4739\times10^{-7}}{12}\times6.57968\times10^{9}\ \text{MHz}=135.6\ \text{MHz}.
\]

**The 2p state.** Here \(R^2=r^2e^{-r}/24\), which vanishes at the nucleus. For small \(\delta\),

\[
\Delta E(\delta)\approx\frac1{24}\int_0^\delta\left(r^3-\frac{r^4}{\delta}\right)dr
=\frac1{24}\left(\frac{\delta^4}{4}-\frac{\delta^4}{5}\right)=\frac{\delta^4}{480}.
\]

This is of fourth order in a very small length. In this picture the splitting between 2s and 2p is therefore the 2s shift.

### (c) The frequency limits

**Upper limit.** A photon of energy \(\hbar\omega\) carries momentum \(\hbar\omega/c\). An electron that takes up this momentum has the recoil energy \((\hbar\omega/c)^2/2m\), which is the fraction \(\hbar\omega/(2mc^2)\) of the photon energy. Part (a) neglects recoil and relativity, and this is justified while \(\hbar\omega\ll mc^2\). The natural place to stop is \(\hbar\omega_{\max}=mc^2\), which is \(c^2=18\,779\) hartree. A factor of order one in this choice remains open.

**Lower limit, first guess.** A bound electron cannot follow a slow field as a free one does. The response should fail below typical atomic frequencies, for which the 2s binding energy of 0.125 hartree and the unit of one hartree are two candidates. They give \(\Lambda=11.92\) and \(\Lambda=9.84\), so the shift is already known to be of the order of a GHz. Perturbation theory shows which atomic energy belongs in the logarithm.

**Lower limit, derived.** Describe the field by a potential \(\mathbf a\) with \(\mathbf E=-\dot{\mathbf a}\), with its dependence on position dropped (the dipole approximation). The field is nearly uniform over the atom only while \(c/\omega\) is much larger than the atom. The root mean square radius of the 2s state is \(\sqrt{42}\approx6.5\) bohr, so this begins to fail near \(\omega=20\) hartree. Keeping the factor \(e^{i\mathbf k\cdot\mathbf r}\) gives an electron of momentum \(\mathbf q\) the extra momentum \(\mathbf k\), which changes the energy denominators below by terms of size \(qk\) and \(k^2/2\). Relative to \(\omega=ck\) these are \(q/c\) and \(\omega/2c^2\), which are small for a slow electron and \(\omega\ll c^2\). Near the upper limit the second reaches one half. Dropping it there changes the logarithm by an amount of order one, which belongs to the uncertainty already left open in the choice of \(\omega_{\max}\). The kinetic energy \((\mathbf p+\mathbf a)^2/2\) contains the coupling \(\mathbf p\cdot\mathbf a\). The term \(a^2/2\) is the same for every state of the electron and drops out of level differences. For one mode, with \(\varepsilon_0=1/4\pi\),

\[
\langle a^2\rangle=\frac{\langle E^2\rangle}{\omega^2}=\frac{2\pi}{V\omega}.
\]

This is also the squared matrix element of \(a\) between no photon and one photon. Let \(\mathbf p_n=\langle n|\mathbf p|2s\rangle\) and \(\Delta_n=E_n-E_{2s}\). The intermediate state has the electron in \(n\) and one photon present, and so lies higher by \(\Delta_n+\omega\). Averaging over polarization directions gives a factor 1/3, and the density of modes is that of part (a). The second-order energy is

\[
-\int\frac{V\omega^2}{\pi^2c^3}\,\frac{2\pi}{V\omega}\,\frac13
\sum_n\frac{|\mathbf p_n|^2}{\Delta_n+\omega}\,d\omega
=-\frac{2\alpha^3}{3\pi}\int\sum_n|\mathbf p_n|^2\,\frac{\omega}{\Delta_n+\omega}\,d\omega .
\]

For a free electron the coupling \(\mathbf p\cdot\mathbf a\) conserves momentum, so the electron energy does not change in the intermediate state. The same formula then holds with \(\Delta_n=0\) and the same mean \(p^2=\sum_n|\mathbf p_n|^2\). That energy is proportional to \(p^2\). It is a change of the electron's mass, already contained in the observed mass, and must be subtracted. Since

\[
1-\frac{\omega}{\Delta_n+\omega}=\frac{\Delta_n}{\Delta_n+\omega},
\]

what remains is

\[
\Delta E_{2s}=\frac{2\alpha^3}{3\pi}\int_0^{K}d\omega\sum_n
\frac{|\mathbf p_n|^2\Delta_n}{\Delta_n+\omega},
\qquad K=\omega_{\max}.
\]

Each term can be written as \(|\mathbf p_n|^2\Delta_n\) times

\[
\frac{d\omega}{\omega}\;\frac{\omega}{\omega+\Delta_n}.
\]

The first factor is the free-electron integrand of part (a). The second tends to one for \(\omega\gg\Delta_n\) and to zero for \(\omega\ll\Delta_n\). Binding thus switches off the free response smoothly around each excitation energy.

The total weight follows from a commutator. For each direction \(i\), inserting the states \(n\) gives

\[
\sum_n|\langle n|p_i|2s\rangle|^2\Delta_n=\tfrac12\langle[p_i,[H,p_i]]\rangle ,
\]

because the two halves of the outer commutator contribute equally. With \(H=p^2/2+U\) and \(U=-1/r\), \([H,p_i]=i\,\partial_iU\) and \([p_i,i\,\partial_iU]=\partial_i^2U\). Summing over directions, with \(\nabla^2(-1/r)=4\pi\delta^3(\mathbf r)\) and \(|\psi(0)|^2=R(0)^2/4\pi=1/8\pi\),

\[
\sum_n|\mathbf p_n|^2\Delta_n=\tfrac12\langle\nabla^2U\rangle=2\pi|\psi(0)|^2=\frac14 .
\]

The frequency integral of one term is

\[
\int_0^K\frac{d\omega}{\Delta_n+\omega}=\ln\frac{K+\Delta_n}{\Delta_n}\approx\ln\frac{K}{\Delta_n},
\]

where the last form needs \(\Delta_n\ll K\). Define a mean excitation energy \(k_0\) by the weighted average

\[
\ln k_0=\frac{\sum_n|\mathbf p_n|^2\Delta_n\ln\Delta_n}{\sum_n|\mathbf p_n|^2\Delta_n}.
\]

The vector \(\mathbf p\) connects an s state only to p states, so 1s does not appear and no \(\Delta_n\) is negative. The 2p state has \(\Delta_n=0\) and carries no weight. Then

\[
\Delta E_{2s}\approx\frac{2\alpha^3}{3\pi}\cdot\frac14\,\ln\frac{K}{k_0}
=\frac{\alpha^3}{6\pi}\ln\frac{K}{k_0}.
\]

This is the result of part (b), prefactor included, with \(\omega_{\min}=k_0\).

The hydrogen Hamiltonian for p states is diagonalized in a set of exponential functions. The matrix elements are taken from \(\langle n|[H,p_i]|2s\rangle=\Delta_n\langle n|p_i|2s\rangle=i\langle n|\partial_iU|2s\rangle\), that is, as elements of the Coulomb force divided by \(\Delta_n\). In a finite set this form reproduces the weight sum more accurately than projecting the gradient of the 2s function directly. For the 3p state it gives \(|\mathbf p_n|^2=0.04531\), against 0.04530 from direct integration of the gradient. The weight sum comes out as 0.2500, as required, and \(k_0=8.32\) hartree. A second set of functions changes \(\ln k_0\) by \(2\times10^{-5}\).

This \(k_0\) is far above the binding energy. The factor \(\Delta_n\) in the weight favours highly excited continuum states, in which the electron has been close to the nucleus. The switching-off is also very gradual: the surviving fraction of the free response, averaged with the same weights, is 0.07 at 0.1 hartree, 0.26 at 1, 0.56 at 10, 0.80 at 100 and 0.92 at 1000 hartree. The sharp limit \(k_0\) stands in for this broad curve.

### The estimate

With \(k_0\) as lower limit,

\[
\Lambda=\ln\frac{18\,779}{8.320}=7.722,
\qquad
\Delta E_{2s}=7.722\times135.64\ \text{MHz}\approx1047\ \text{MHz}.
\]

| Lower limit | Value (hartree) | \(\Lambda\) | 2s shift (MHz) |
|---|---:|---:|---:|
| 2s binding energy | 0.125 | 11.92 | 1617 |
| one hartree | 1.000 | 9.84 | 1335 |
| mean excitation energy \(k_0\) | 8.320 | 7.72 | 1047 |

All three rows use \(\omega_{\max}=mc^2\). The last has the derived lower limit, and the estimate is therefore **about 1.0 GHz, or 4.3 µeV, upward**. The measured splitting is roughly 1.1 GHz.

## Reading the numbers

**Size of the displacement.** For the last row,

\[
\langle\delta r^2\rangle=2.4739\times10^{-7}\times7.722=1.910\times10^{-6}\ \text{bohr}^2,
\]

so the root mean square displacement is \(1.38\times10^{-3}\) bohr, or 73 fm. This is small on the scale of the atom, as part (b) requires. It is also below the Compton length \(\hbar/mc=386\) fm, so it should not be read as a path that could be followed in detail. It is a parameter that measures the blurring.

**Variation of the 2s density.** Near the nucleus \(R^2\approx\tfrac12(1-2r)\). The second term adds

\[
-\int_0^\delta r^2\left(1-\frac r\delta\right)dr=-\frac{\delta^3}{12}
\]

to \(\delta^2/12\). After averaging, the relative correction is \(-\langle\delta^3\rangle/\langle\delta^2\rangle\). Each mode in its ground state has a Gaussian distribution, and so has the sum of all modes. For an isotropic Gaussian with variance \(\sigma^2=\langle\delta r^2\rangle/3\) along each axis,

\[
\langle\delta^3\rangle=8\sqrt{2/\pi}\,\sigma^3,\qquad \langle\delta^2\rangle=3\sigma^2 ,
\]

and the correction is \(-2.13\,\sigma=-0.17\%\). Integrating the blurred potential over the full 2s density gives 1045.6 MHz, lower than 1047.4 MHz by this fraction.

**The 2p level.** The same Gaussian has \(\langle\delta^4\rangle=15\sigma^4=\tfrac53\langle\delta r^2\rangle^2\). With the displacement found for 2s,

\[
\frac{1}{480}\cdot\frac53\,(1.910\times10^{-6})^2=1.27\times10^{-14}\ \text{hartree},
\]

or \(8\times10^{-5}\) MHz, which is negligible here. It does not follow that the whole radiative shift of 2p is so small. For 2p the weight sum \(2\pi|\psi(0)|^2\) is zero, but its terms have both signs, since 1s lies below 2p. The sum with the extra factor \(\ln|\Delta_n|\) need not vanish. That contribution is outside the blurring picture and is not computed here.

**States above the upper limit.** Keeping \(\ln[(K+\Delta_n)/\Delta_n]\) unapproximated raises the logarithm from 7.722 to 7.762 and the shift to 1053 MHz. The difference is the weighted average of \(\ln(1+\Delta_n/K)\), which comes mainly from excitation energies comparable with \(mc^2\) or larger. Nonrelativistic states are not reliable there, so these 5.5 MHz are not an improvement. Nor do they measure the error of the estimate, because the upper limit is itself open by a factor of order one, as discussed next.

**The open constant.** Doubling or halving either frequency limit changes the shift by \(135.64\ln2=94\) MHz, which is 9% of the estimate. The lower limit has been derived, but the upper one is fixed only up to a factor of order one. Replacing it properly requires a relativistic treatment of the fast modes. That treatment brings in the electron's anomalous magnetic moment, and the polarization of the vacuum by the nuclear charge must be added. These effects contribute at order \(\alpha^3\) hartree without the large logarithm. Agreement with measurement closer than about 0.1 GHz therefore says nothing in favour of the picture.

**Other nuclear charges.** For a one-electron ion of charge \(Z\), lengths shrink as \(1/Z\) and energies grow as \(Z^2\). Then \(R(0)^2\) grows as \(Z^3\), the potential brings one more factor \(Z\), and \(k_0\) becomes \(Z^2k_0\):

\[
\Delta E_{2s}\approx\frac{\alpha^3Z^4}{6\pi}\ln\frac{c^2}{Z^2k_0}.
\]

For small \(Z\) the shift rises steeply while the logarithm falls. The estimate needs \(Z^2k_0\ll c^2\), so that the logarithm dominates the open constant beside it. The logarithm is \(7.72-2\ln Z\), already 3.1 at \(Z=10\), and it vanishes at \(Z=c/\sqrt{k_0}\approx48\), where \(Z\alpha\approx0.35\). The formula loses its basis well before that point.

The numerical output below lists the values used here.

## Table of computed values

```
fine-structure constant alpha: 0.00729735
speed of light c: 137.0360 a.u.
upper cutoff mc^2: 18778.9 hartree
one hartree as frequency: 6.57968e+09 MHz
prefactor (2 alpha/pi)/c^2: 2.4739e-07 bohr^2
2s shift per unit of logarithm: 135.64 MHz
2s density at nucleus: 0.039789 bohr^-3
driven electron, mean x^2 from motion: 3.024691e-03 a.u.
driven electron, <E^2>/w^4: 3.024691e-03 a.u.
box modes summed (two polarizations): 1799840
box mode sum / logarithm formula: 1.00078
sum of |p_n|^2: 0.249998 a.u.
sum of |p_n|^2 * gap: 0.250000 a.u.
2s-3p |p_n|^2, diagonalization: 0.045307 a.u.
2s-3p |p_n|^2, quadrature: 0.045298 a.u.
mean excitation energy k0: 8.320 hartree
log k0, first basis: 2.11861
log k0, second basis: 2.11859
surviving response at w = 0.1 hartree: 0.0682
surviving response at w = 1 hartree: 0.2626
surviving response at w = 10 hartree: 0.5579
surviving response at w = 100 hartree: 0.7974
surviving response at w = 1000 hartree: 0.9227
lower cutoff 2s binding energy: 0.125 hartree
  logarithm: 11.920
  2s shift: 1616.9 MHz
lower cutoff one hartree: 1.000 hartree
  logarithm: 9.840
  2s shift: 1334.8 MHz
lower cutoff k0: 8.320 hartree
  logarithm: 7.722
  2s shift: 1047.4 MHz
mean square displacement (k0): 1.9103e-06 bohr^2
rms displacement (k0): 1.3821e-03 bohr
rms displacement (k0): 73.1 fm
Compton length hbar/mc: 386.2 fm
blurred-potential 2s shift: 1045.6 MHz
blurred / short-distance formula: 0.99830
blurred-potential 2p shift: 8.33e-05 MHz
2p shift ratio, <dr^2> doubled: 3.998
logarithm by frequency integral: 7.762
second-order 2s shift: 1052.9 MHz
change for factor 2 in a cutoff: 94.0 MHz
main result (k0): 1.047 GHz
main result (k0): 4.332 microeV
```
